Adatom Descent Times from a Markov Generator and Converged Edge Barriers

A single adatom on a hexagonal terrace 5.8 nm across, at 130 K, leaves after 66 ns on average if stepping over the edge is as easy as hopping on the terrace. Extra edge barriers of 0.12 and 0.14 eV raise this to 1.60 ms. Another 0.01 eV on both multiplies the time by 2.44, yet moving the starting point from the centre to the edge changes it by about one part in ten thousand. The time is therefore sensitive to small errors in a computed barrier and almost blind to where the atom lands.

This matters when choosing a setting of electronic-structure programs: the residual force at which a search for a minimum or a saddle point stops. To choose it, one needs to know how an error in a barrier passes into the residence time and into the choice of edge.

**From barriers to rates**

Let E_min be the energy of the adatom at its terrace site, E_t that of the saddle between terrace sites, and E_c that of the saddle over an edge of kind c. Define

E_d = E_t − E_min,  ΔE_c = E_c − E_t.

The full barrier to descent is E_d + ΔE_c. With one common attempt frequency ν, an assumption of this model, the rates per direction are

k = ν exp(−E_d/k_BT) on the terrace,
k s_c over the edge, with s_c = exp(−ΔE_c/k_BT).

The terrace has N sites. Let w_ij be the hop rate from i to j, and e_i^c the rate of leaving from i through channel c. Write e_i = Σ_c e_i^c. Rates are constant, hops have no memory, there is one adatom, and it does not return after descent. Define

K_ij = −w_ij for i ≠ j,  K_ii = Σ_(j≠i) w_ij + e_i.

The matrix Q = −K is the transient block of the Markov generator: it describes motion among the terrace sites, while the exits absorb.

**Why one inverse gives times and probabilities**

Let S_i(t) be the probability that an atom started at i is still on the terrace at time t. In a first short interval dt it hops to j with probability w_ij dt, leaves with probability e_i dt, or stays. Hence

S_i(t+dt) = (1 − K_ii dt) S_i(t) + Σ_(j≠i) w_ij dt S_j(t),

so dS/dt = −KS. Since S(0) = 1, a column of ones, S(t) = exp(−Kt)1. By the same argument, element ij of exp(−Kt) is the probability of being at j at time t after starting at i.

Suppose an exit can be reached from every site. Then within some fixed time t₀ the chance of leaving is at least some p > 0 from every start, and survival to time nt₀ is at most (1−p)ⁿ. All elements of exp(−Kt) therefore decay exponentially. Integrating its derivative from zero to infinity gives

−1 = −K ∫₀^∞ exp(−Kt) dt,

where 1 on the left is the unit matrix. Thus K is invertible, and

G = K⁻¹ = ∫₀^∞ exp(−Kt) dt.

G_ij is the mean total time spent at j after starting at i. Summing over j gives the mean residence time:

τ = G1, or Kτ = 1.

The probability density of leaving through c at time t is exp(−Kt)e^c. Its integral is the descent probability:

P^c = G e^c, or KP^c = e^c.

Each row of K sums to e_i, so Σ_c e^c = K1 and Σ_c P^c = GK1 = 1.

For the time given the channel, integrate by parts; the boundary term vanishes because of the decay:

∫₀^∞ t exp(−Kt) dt = K⁻¹ ∫₀^∞ exp(−Kt) dt = G².

The mean time of those atoms that leave through c is therefore (G²e^c)_i/P_i^c. The density of the exit time T is −dS/dt, so another integration by parts gives ⟨T²⟩ = 2∫tS dt = 2G²1.

**A strip that can be solved by hand**

Take sites i = 1 to N in a row, N ≥ 2, with hop rate k, exit rate αk at the left end and βk at the right. Put x = i−1 and M = N−1. For the right-exit probability P, interior rows read

−P_(i−1) + 2P_i − P_(i+1) = 0,

so P = A + Bx. The left row, (1+α)P_1 − P_2 = 0, gives B = αA. The right row, (1+β)P_N − P_(N−1) = β, gives B + β(A+BM) = β. Substituting B,

A(α + β + αβM) = β.

With Δ = α + β + αβ(N−1),

P_i = β[1 + α(i−1)]/Δ.

For θ = kτ the interior rows have 1 on the right instead of 0, so θ = C + Dx − x²/2. The left row gives

αC − D + ½ = 1, hence D = αC − ½.

In the right row, θ_N − θ_(N−1) = D − M + ½, so

D − M + ½ + β(C + DM − M²/2) = 1,
D(1+βM) + βC = M + ½ + βM²/2.

Inserting D and moving its −½ part to the right,

CΔ = M + 1 + βM(M+1)/2 = N(1 + βM/2).

Thus

kτ_i = C + (αC−½)(i−1) − (i−1)²/2,
C = N[1 + β(N−1)/2]/Δ.

For N = 3, α = 0.5, β = 0.25, one has Δ = 1, C = 3.75 and D = 1.375. The times are 3.75, 4.625 and 4.5 in units of 1/k, and the right-exit probabilities 0.25, 0.375 and 0.5. An atom starting at the left end takes 3.21/k on average if it leaves on the left and 5.38/k if it leaves on the right, since the latter requires crossing the strip.

Equal ends, α = β = s, separate two processes. Then Δ = 2s(1+sM/2), C = N/(2s), D = M/2, and

kτ_i = N/(2s) + (i−1)(N−i)/2.

The first term is waiting for a successful exit; the second is the search for an edge and depends on the start. The search term is at most about N²/8, so it is negligible when sN ≪ 4. For s = 1 and large N it dominates in the middle of the strip.

Dividing numerator and denominator of P_i by αβ gives

P_i = (1/α + i−1)/(1/α + 1/β + N−1).

In the exit probabilities a link of relative rate s thus counts as 1/s ordinary links, and an extra barrier acts as an added length a(1/s−1), where a is the site spacing. The residence time does not follow this rule, since real added sites would also hold the atom for a while.

**When the starting point is forgotten**

On any terrace with equal site energies and the common attempt frequency assumed here, the hop rates are symmetric, w_ij = w_ji. Then K and G are symmetric, and the columns of K also sum to e_i. Summing the rows of Kτ = 1 gives

Σ_i e_i τ_i = N.

Summing P^c = Ge^c over starts, and using the symmetry of G,

Σ_i P_i^c = Σ_i e_i^c τ_i.

Neither relation requires slow exits. Now let all exit rates shrink together as λ → 0 on a connected terrace. The first relation bounds τ_i by N/e_i at a site with an exit. From any other site the atom first needs a time to reach such a site, and this stays finite. So λτ remains bounded, and in the limit it obeys the equation without exits:

Σ_j w_ij(u_i − u_j) = 0.

At a site where u is largest no term is negative, so each must vanish and the neighbours have the same value. Repeating this across the terrace shows that u is constant. The same holds for P^c, since its source e^c vanishes in the limit. The two sums fix the constants:

τ → N/Σ_i e_i,  P^c → Σ_i e_i^c/Σ_i e_i.

The atom visits the terrace evenly many times before it leaves. Moreover, ⟨T²⟩ = 2Gτ → 2τ², so the standard deviation equals the mean, as for an exponential waiting time.

**The hexagonal terrace**

The terrace has ten lattice steps per side and 3×10×11+1 = 331 sites on a triangular lattice of spacing 0.289 nm. Its edges alternate between kind 1 (0.12 eV) and kind 2 (0.14 eV). On each side the nine inner edge sites have two outward links and the two corner sites contribute one each, making 20. Links pointing straight out across a vertex are closed by choice. Each kind thus has 60 exit links.

With ν = 10¹² s⁻¹, E_d = 0.10 eV and k_BT = 0.011203 eV,

k = 1.328×10⁸ s⁻¹,
s_1 = 2.228×10⁻⁵,  s_2 = 3.737×10⁻⁶,
Σe = 60k(s_1+s_2) = 2.073×10⁵ s⁻¹.

The slow limit gives 331/(2.073×10⁵ s⁻¹) = 1.597 ms. Solving the full linear system gives the same value to four digits, averaged over uniform landing. The added lengths known from the strip, here 1.3×10⁴ and 7.7×10⁴ nm, dwarf the terrace, which suggests that the choice of edge hardly depends on the start. The share leaving over kind 1 is s_1/(s_1+s_2) = 0.856, from the centre and from the middle of a kind 1 edge alike. Without extra barriers these two starts give 0.500 and 0.896: the choice of edge then depends on the start.

**How barrier errors enter**

In the slow limit, with m_c exit links of kind c,

τ = N/[ν Σ_c m_c exp(−(E_c−E_min)/k_BT)].

The terrace saddle E_t has dropped out. An error in it changes E_d and ΔE_c by opposite amounts. The searches that need care are those for the adatom minimum and the edge saddles. Differentiating the logarithm at fixed temperature,

∂ln τ/∂E_c = P^c/k_BT.

An error common to all edge barriers multiplies τ by exp(δE/k_BT). For 0.01 eV at 130 K this is exp(0.893) = 2.44, the factor in the opening. To keep τ within a factor f, the common error must satisfy

|δE| ≤ k_BT ln f.

At 130 K this is 0.0078 eV for a factor of two and 0.0011 eV for ten per cent.

The shares depend on differences. With two kinds,

P^1/P^2 = (m_1/m_2) exp[(E_2−E_1)/k_BT],

so a common error cancels. If E_2−E_1 is wrong by a small δ, then since ln(P^1/P^2) has derivative 1/(P^1P^2) with respect to P^1,

δP^1 ≈ P^1P^2 δ/k_BT.

Here 0.001 eV shifts the share by about 0.856×0.144×0.0893 = 0.011. An error of 0.01 eV is no longer small beside k_BT, and the ratio itself must be used: it gives a share of 0.936 or 0.709, depending on the sign, instead of 0.856. Treat the two edges with the same cell, basis and sampling, so that common errors have a chance to cancel.

Temperature gives another reading. Differentiating ln τ with respect to 1/k_BT yields the apparent activation energy

E_app = E_d + Σ_c P^c ΔE_c.

At 130 K it is 0.10 + 0.856×0.12 + 0.144×0.14 = 0.223 eV. It belongs to neither edge alone, and it drifts with temperature as the shares change.

**Choosing the force threshold**

Near a stationary point of energy E*, let u be the remaining displacement and H the matrix of second derivatives. To second order

E − E* = ½uᵀHu,  g = Hu,

where g is the energy gradient. Eliminating u and using the eigenmodes of H, with curvatures κ_m and gradient components g_m,

E − E* = ½gᵀH⁻¹g = Σ_m g_m²/(2κ_m).

At a minimum all κ_m are positive and the energy is too high. At a saddle one curvature is negative, so the error can have either sign. If κ is the smallest |κ_m| at the two points, each error is at most |g|²/(2κ), and the barrier error at most |g|²/κ. When a program limits the force on each of n free atoms to F, |g|² ≤ nF², and it suffices that

F ≤ √(κ δE/n),

with δE the tolerance found above. This holds within the harmonic region, for accurate forces, and with some atoms held fixed so that κ is not zero. If the program limits each Cartesian component to F instead of the length of each force, replace n by 3n. Three rules follow.

- Halving F reduces this bound by a factor of four. If every component of the residual forces at both points is really halved, the error also falls by four, and what remains is one third of the change just seen. An unchanged barrier alone proves little, since a soft mode may not have relaxed.
- The tolerance in energy is proportional to T, so F scales as √T. A threshold adequate for growth at room temperature may be too loose at 130 K.
- Soft modes, with small κ, set the requirement. A small force along such a mode can hide a sizeable energy.

A tight threshold does not repair a path whose highest image is not at the saddle, nor the error of the density functional. It also cannot reveal a descent mechanism that was never tried, such as exchange with an edge atom. Parallel mechanisms add their rates, so an omitted path makes the computed time too long.

**Solving the system when exits are rare**

For moderate barriers, solve Kτ = 1 and KP^c = e^c with a standard linear solver; the inverse itself is not needed. For very small s, adding e_i to the hop rates in K_ii loses digits. Double precision has a relative spacing of about 2×10⁻¹⁶, so the exit rate is stored with a relative error of order 10⁻¹⁶/s. This is harmless in the 130 K example. On a 20-site strip with s = 10⁻¹³ at both ends, ordinary LU elimination gives times wrong by 8×10⁻⁴ relative to the closed formula.

The cure is to keep hop and exit rates separate. For Kx = b, with b = 1 or e^c, remove the last site n:

D_n = Σ_(j<n) w_nj + e_n,
x_n = (b_n + Σ_(j<n) w_nj x_j)/D_n.

Put this into row i and let f_i = w_in/D_n. The new quantities are

w_ij′ = w_ij + f_i w_nj for j ≠ i,
e_i′ = e_i + f_i e_n,  b_i′ = b_i + f_i b_n.

The term j = i moves to the left and turns the diagonal D_i into D_i − f_i w_ni. That subtraction need not be carried out, because the new outgoing rates have the same sum:

Σ_(j≠i) w_ij′ + e_i′ = (D_i − w_in) + f_i(D_n − w_ni) = D_i − f_i w_ni,

where f_i D_n = w_in. Each diagonal is therefore rebuilt by adding positive rates. Repeat down to one site, then compute the x_n in ascending order. On the same strip the error falls to 4×10⁻¹⁵. The cost grows as N³ for a dense matrix.

**Where the single-atom picture ends**

Let a competing event occur at a constant rate r wherever the atom sits. It is one more exit channel, with e_i = r at every site. Let τ be the residence time without it. In the slow limit the descent rates sum to N/τ and those of the new channel to Nr, so by the formula for the shares the event comes first with probability

P^r = r/(r + 1/τ) = rτ/(1+rτ).

For landings at 0.01 monolayer per second, r = 0.01×331 = 3.31 s⁻¹. At fixed flux and size, solving the system without this channel for τ and P^1, and with it for P^r, gives:

110 K: τ = 59 ms, P^1 = 0.892, P^r = 0.16
130 K: τ = 1.60 ms, P^1 = 0.856, P^r = 0.0053
150 K: τ = 0.112 ms, P^1 = 0.825, P^r = 0.00037

At 110 K a second atom arrives during one stay in six, and the two may bind. The one-atom time is then no longer a safe guide to descent. For a larger hexagon of R steps per side, N and r grow as R² and Σe as R, so in the slow limit rτ grows as R³, and so does P^r while it is small.

One fast exit also breaks the slow limit. If a single link in the middle of a kind 1 edge has no extra barrier, N/Σe predicts 2.5 μs, but the linear system gives 4.0 μs. Nearly all exits now occur at one site, so by the first sum rule N/Σe is close to the mean time from that site. The difference is close to the average time needed to reach it.

**Beside real silver**

The hop barrier, extra barriers near 0.13 eV, attempt frequency and spacing are rough typical values for silver on Ag(111). The 0.02 eV split is chosen, with no claim about which real edge is easier. The result, about a millisecond at 130 K, is at best an order-of-magnitude estimate for a straight-edged island: an error of 0.03 eV common to both edge barriers already changes it by a factor of about 15. The common attempt frequency is a second weak point. In the slow limit τ is inversely proportional to the prefactor for crossing the edge, and experiments on Ag(111) have been fitted with an edge prefactor about a hundred times the terrace one. With 10¹⁴ s⁻¹ at the edge and the same barriers, the time would be 0.016 ms.

Real edges have kinks. If one kind 1 link has its barrier lowered by 0.05 eV, the time falls to 0.45 of its value, so a single defect can outweigh a careful convergence study of the straight edge.

Real (111) surfaces also have hcp hollow sites between the fcc sites used here. Suppose the 300 that lie inside the hexagon of fcc sites are 0.01 eV higher, with fcc-to-hcp hops at rate k, reverse hops obeying detailed balance, and unchanged exits. Each hcp site then has relative occupation exp(−0.01 eV/k_BT) = 0.41, so the atom spends less of its time at sites with exits. The time rises by (331 + 300×0.41)/331 = 1.37, which the full solution confirms. An island carrying these 331 fcc sites has 30 more hcp hollows along three of its edges; counted in the same way, without exits of their own, they raise the factor to 1.41.

Two other omissions are small here. With a rough binding energy of 2 eV and the same ν, desorption before descent has a probability near 5×10⁻⁶⁹, and a prefactor a hundred times larger would still leave it negligible. Taking ν also as the barrier frequency, the leading tunnelling correction 1 + (hν/k_BT)²/24 raises a hop rate by 0.6 per cent. For this terrace, effort is better spent on the edge saddles and their prefactors, kinks and alternative descent paths than on the terrace saddle.
